# Bloch, des Cloizeaux and Schrieffer-Wolff effective Hamiltonians

**Two levels and one remote state**

Take two model states with energies $\epsilon_1,\epsilon_2$, coupled by real $v_1,v_2$ to one remote state $|3\rangle$:

$$H=\begin{pmatrix}\epsilon_1&0&v_1\\0&\epsilon_2&v_2\\v_1&v_2&\epsilon_3\end{pmatrix}.\tag{1}$$

We want a $2\times2$ matrix with two of the three eigenvalues. Let the unwanted eigenvector have energy $E_3$ and a non-zero third component, and write it as $(-w_1,-w_2,1)$. Row $a=1,2$ of the eigenvalue equation reads $-\epsilon_aw_a+v_a=-E_3w_a$, so $w_a=v_a/(\epsilon_a-E_3)$ for $E_3\ne\epsilon_a$. The wanted eigenvectors span the plane orthogonal to it, whose vectors are $(x_1,x_2,\,w_1x_1+w_2x_2)$. $H$ maps this plane into itself, and the first two components of the image are $\sum_b(H_B)_{ab}x_b$ with

$$(H_B)_{ab}=\epsilon_a\delta_{ab}+v_aw_b,\qquad (H_B)_{12}-(H_B)_{21}=\frac{v_1v_2(\epsilon_1-\epsilon_2)}{(\epsilon_1-E_3)(\epsilon_2-E_3)}.\tag{2}$$

This matrix has the wanted eigenvalues, yet it is not symmetric if $\epsilon_1\ne\epsilon_2$ and both couplings are non-zero. The reason is geometric. Put $\tan\theta=(w_1^2+w_2^2)^{1/2}$, let $z=(w_1,w_2)/\tan\theta$, and let $z_\perp$ be the unit model vector orthogonal to $z$. Then $z_\perp$ lies in the wanted plane, while $z$ labels the vector $z+\tan\theta\,|3\rangle$, of length $1/\cos\theta$. The normalized vector is $z'=\cos\theta\,z+\sin\theta\,|3\rangle$. Let $h$ be the symmetric matrix of $H$ in the orthonormal pair $(z_\perp,z')$. From $Hz_\perp=h_{11}z_\perp+h_{21}\cos\theta\,(z'/\cos\theta)$ and $H(z'/\cos\theta)=(h_{12}/\cos\theta)z_\perp+h_{22}(z'/\cos\theta)$, in the basis $(z_\perp,z)$,

$$H_B=\begin{pmatrix}h_{11}&h_{12}/\cos\theta\\h_{21}\cos\theta&h_{22}\end{pmatrix}.\tag{3}$$

The symmetric $h$ can be reached by undoing the stretch, or by rotating the model plane through $\theta$ in the plane of $z$ and $|3\rangle$. The first road is des Cloizeaux's and the second is that of Schrieffer and Wolff. In general there are several such angles.

**The wave operator and the Bloch Hamiltonian**

Let $H$ be Hermitian of finite dimension $N$, $P$ the projector on the first $d$ basis states, and $Q=1-P$; blocks are written $H_{PP},H_{PQ}$ and so on. Choose $d$ orthonormal eigenvectors as columns of the $N\times d$ matrix $\Psi$, so that $H\Psi=\Psi E$ with $E=\mathrm{diag}(E_i)$. They span the target space, with projector $\tilde P=\Psi\Psi^\dagger$. Call the upper $d\times d$ block $\Phi$, with columns $\phi_i$, and the lower block $\Psi_Q$. We assume that $\Phi$ is invertible: no target vector is orthogonal to the model space. The wave operator is

$$\Omega=\Psi\Phi^{-1}=\begin{pmatrix}1\\ \omega\end{pmatrix},\qquad\omega=\Psi_Q\Phi^{-1}.\tag{4}$$

It restores a target vector from its model part. Since $H\Omega=\Psi E\Phi^{-1}=\Omega\,\Phi E\Phi^{-1}$, we have $H\Omega=\Omega H_B$ with $H_B=\Phi E\Phi^{-1}$. The upper block of this relation is

$$H_B=\Phi E\Phi^{-1}=H_{PP}+H_{PQ}\,\omega,\tag{5}$$

and the lower block, $H_{QP}+H_{QQ}\omega=\omega H_B$, becomes with (5) the Bloch equation

$$H_{QP}+H_{QQ}\omega-\omega H_{PP}-\omega H_{PQ}\omega=0.\tag{6}$$

The link to Löwdin partitioning is the lower block of the eigenvalue equation for state $i$, whose lower part is $\omega\phi_i$: for $E_i$ outside the spectrum of $H_{QQ}$ it gives $\omega\phi_i=(E_i-H_{QQ})^{-1}H_{QP}\phi_i$. Hence $H_B\phi_i=[H_{PP}+H_{PQ}(E_i-H_{QQ})^{-1}H_{QP}]\phi_i$. The Bloch Hamiltonian is one energy-independent matrix that acts on each $\phi_i$ as the partitioned Hamiltonian does at $E_i$.

**Symmetric orthogonalization**

Define on the model space $S=P\tilde PP=\Phi\Phi^\dagger$ and $M=\Omega^\dagger\Omega$. The two forms of $\Omega$ in (4), with $\Psi^\dagger\Psi=1$, give

$$M=1+\omega^\dagger\omega=(\Phi^\dagger)^{-1}\Phi^{-1}=S^{-1}.\tag{7}$$

Multiplying $H\Omega=\Omega H_B$ from the left by $\Omega^\dagger$ gives

$$MH_B=\Omega^\dagger H\Omega,\tag{8}$$

which is Hermitian. So $H_B$ is self-adjoint in the metric $M$, and $H_B^\dagger M\Phi=MH_B\Phi=M\Phi E$ identifies $M\Phi$ as its left eigenvectors. The des Cloizeaux Hamiltonian removes the metric with the positive square root:

$$H_{dC}=M^{1/2}H_BM^{-1/2}=M^{-1/2}\,\Omega^\dagger H\Omega\,M^{-1/2}.\tag{9}$$

The second form follows from $M^{1/2}H_B=M^{-1/2}(MH_B)$ and (8), and is Hermitian. The first form is a similarity transformation, so the eigenvalues are the $E_i$. Inserting (5) and $M=S^{-1}$ gives

$$H_{dC}=YEY^{-1},\qquad Y=S^{-1/2}\Phi,\qquad YY^\dagger=S^{-1/2}SS^{-1/2}=1,\tag{10}$$

so $Y$ is unitary. From $(\Phi\Phi^\dagger)^n\Phi=\Phi(\Phi^\dagger\Phi)^n$, and because a function of a finite Hermitian matrix is a polynomial on its spectrum (shared here by $\Phi\Phi^\dagger$ and $\Phi^\dagger\Phi$), $Y=\Phi(\Phi^\dagger\Phi)^{-1/2}$. The matrix $\Phi^\dagger\Phi$ is the overlap $\langle\phi_i|\phi_j\rangle$, so the eigenvectors of $H_{dC}$ are the Löwdin-orthogonalized $\phi_i$. The $\phi_i$ themselves, not the orthogonalized vectors, are the eigenvectors of $H_B$, and they enter with the lengths they have as projections of the normalized target states; rescaling them to unit length first would in general give a different matrix.

**The Schrieffer-Wolff rotation**

Take an anti-Hermitian generator with vanishing diagonal blocks,

$$G=\begin{pmatrix}0&-X^\dagger\\X&0\end{pmatrix},\qquad H_{SW}=(e^{-G}He^{G})_{PP}.\tag{11}$$

The decoupling condition $Qe^{-G}He^GP=0$ says that the range of $e^GP$ is invariant under $H$, hence spanned by some $d$ eigenvectors. To compare with (9) we require that this range be the target space, $e^GPe^{-G}=\tilde P$.

Write the singular value decomposition $X=\sum_j\theta_jw_jz_j^\dagger=W\theta Z^\dagger$, where the $z_j$ are an orthonormal basis of the model space, $\theta_j\ge0$, and the $w_j$ belonging to $\theta_j\neq0$ are orthonormal in the $Q$ space. Then $Gz_j=\theta_jw_j$ and $Gw_j=-\theta_jz_j$, and $G$ annihilates the rest of the $Q$ space. In plane $j$, $G=\theta_jJ$ with $J^2=-1$, so the exponential series splits into $\cos\theta_j+J\sin\theta_j$. The first $d$ columns of $e^G$ are therefore

$$e^GP=\begin{pmatrix}Z\cos\theta\,Z^\dagger\\W\sin\theta\,Z^\dagger\end{pmatrix},\qquad\|G\|=\max_j\theta_j.\tag{12}$$

*Existence and equality.* Decompose $\omega$ in the same way and write its singular values as tangents of angles in $[0,\pi/2)$:

$$\omega=W\tan\theta\,Z^\dagger,\qquad X=W\theta Z^\dagger.\tag{13}$$

By (7), $M=Z(1+\tan^2\theta)Z^\dagger$, so $M^{-1/2}=Z\cos\theta\,Z^\dagger$. The upper block of $\Omega M^{-1/2}$ is then $Z\cos\theta Z^\dagger$ and the lower block is $W\tan\theta\cos\theta\,Z^\dagger$. Comparison with (12) gives

$$e^GP=\Omega M^{-1/2}=\Psi\Phi^{-1}S^{1/2}=\Psi Y^\dagger.\tag{14}$$

Thus $e^GPe^{-G}=\Psi Y^\dagger Y\Psi^\dagger=\tilde P$, and by (9)

$$H_{SW}=M^{-1/2}\Omega^\dagger H\Omega M^{-1/2}=H_{dC}.\tag{15}$$

*Uniqueness.* Let $X'=W'\theta'Z'^\dagger$ be any generator block with all $\theta'_j<\pi/2$ that carries $P$ to $\tilde P$. Every target vector is $\Omega$ times its upper part, so (12) requires $W'\sin\theta'Z'^\dagger=\omega Z'\cos\theta'Z'^\dagger$. The cosines are positive and can be divided out: $\omega=W'\tan\theta'Z'^\dagger$. With $f(t^2)=\arctan(t)/t$ and $f(0)=1$, we have $f(\omega^\dagger\omega)=Z'(\theta'/\tan\theta')Z'^\dagger$, because $\arctan\tan\theta'=\theta'$ on $[0,\pi/2)$. Therefore

$$X'=\omega f(\omega^\dagger\omega)=\omega-\tfrac13\omega\omega^\dagger\omega+\dots,\tag{16}$$

which is fixed by $\omega$; the series converges for $\|\omega\|<1$. For a given target space there is exactly one block-off-diagonal generator with $\|G\|<\pi/2$, and it yields $H_{dC}$.

Let $T$ be (11) with $X$ replaced by $\omega$. In plane $j$, $T=J\tan\theta_j$ and $1-T^2=1/\cos^2\theta_j$, so $e^G=(1+T)(1-T^2)^{-1/2}$; and since $J$ has eigenvalues $\pm i$ and $\mathrm{artanh}(i\tan\theta)=i\theta$, $G=\mathrm{artanh}\,T$. In the same plane, with $c=\cos\theta_j$ and $s=\sin\theta_j$, $P-\tilde P$ has rows $(s^2,-sc)$ and $(-sc,-s^2)$, with zero trace and determinant $-s^2$, so its eigenvalues are $\pm s$. Hence $\|P-\tilde P\|=\sin\theta_{\max}$, and the $\theta_j$ are the angles between the two subspaces. As $\theta_{\max}\to\pi/2$, $S=Z\cos^2\theta Z^\dagger$ becomes singular and $\omega$ diverges; at $\pi/2$ some vector of the target space, not necessarily an eigenstate, is orthogonal to the model space, and $H_B$ and (9) are no longer defined.

Among the unitaries that carry $P$ to $\tilde P$, the rotation is also the one closest to the identity in the Frobenius norm. If $U'$ is another unitary with $U'PU'^\dagger=\tilde P$, then $A=e^{-G}U'$ commutes with $P$ and is a block-diagonal unitary. In the Frobenius norm $\|U'-1\|_F^2=2N-2\,\mathrm{Re\,Tr}(e^GA)$. The trace involves the diagonal blocks of $e^G$ alone, which are positive with eigenvalues $c_n$ (cosines or 1). In their eigenbasis the real part is $\sum_nc_n\mathrm{Re}A_{nn}\le\sum_nc_n$, with equality only for $A=1$.

**How large the non-Hermiticity is**

Inverting (9), $H_B=M^{-1/2}H_{dC}M^{1/2}$. In the basis $z_j$ this generalizes (3):

$$(H_B)_{ij}=\frac{\cos\theta_i}{\cos\theta_j}(H_{dC})_{ij}.\tag{17}$$

$H_B$ is Hermitian if and only if $H_{dC}$ connects no two directions with different angles, that is $[M,H_{dC}]=0$. Put $L=\frac12\ln M$ and $\mathrm{ad}_LA=[L,A]$. Then $H_B=e^{-L}H_{dC}e^{L}=e^{-\mathrm{ad}_L}H_{dC}$ and $H_B^\dagger=e^{\mathrm{ad}_L}H_{dC}$, so

$$\tfrac12(H_B-H_B^\dagger)=-\sinh(\mathrm{ad}_L)H_{dC}=-[L,H_{dC}]+\dots,\tag{18}$$

$$\tfrac12(H_B+H_B^\dagger)=\cosh(\mathrm{ad}_L)H_{dC}=H_{dC}+\tfrac12[L,[L,H_{dC}]]+\dots\tag{19}$$

Now let $H=H_0+\lambda V$, with $H_0$ diagonal, model energies $\epsilon_a$ distinct from remote energies $\epsilon_q$, and the target space the one that tends to the model space as $\lambda\to0$. Insert $\omega=\lambda\omega_1+\lambda^2\omega_2+\dots$ in (6). Order $\lambda$ gives $V_{qa}+(\epsilon_q-\epsilon_a)(\omega_1)_{qa}=0$. Order $\lambda^2$ gives $(\epsilon_q-\epsilon_a)(\omega_2)_{qa}+(V_{QQ}\omega_1-\omega_1V_{PP})_{qa}=0$, the last term of (6) being of order $\lambda^3$. Thus

$$(\omega_1)_{qa}=\frac{V_{qa}}{\epsilon_a-\epsilon_q},\qquad(\omega_2)_{qa}=\frac{(V_{QQ}\omega_1-\omega_1V_{PP})_{qa}}{\epsilon_a-\epsilon_q},\tag{20}$$

$$H_B=H_0+\lambda V_{PP}+\lambda^2V_{PQ}\omega_1+\lambda^3V_{PQ}\omega_2+O(\lambda^4).\tag{21}$$

From (7), $L=\frac12\lambda^2\omega_1^\dagger\omega_1+O(\lambda^3)$. For a non-degenerate model space the leading terms of (18) and (19) take $H_0$ for $H_{dC}$: the anti-Hermitian part starts at $\lambda^2$, and the Hermitian part departs from $H_{dC}$ at $\lambda^4$. For a degenerate model space $H_0$ is a multiple of the identity and drops out, $\lambda V_{PP}$ takes its place, and the orders are $\lambda^3$ and $\lambda^5$. Each order is reached when the corresponding commutator is non-zero. In both cases $H_{dC}$ is the Hermitian part of (21) through third order. At second order,

$$(H_{dC}^{(2)})_{ab}=\frac12\sum_qV_{aq}V_{qb}\left[\frac1{\epsilon_a-\epsilon_q}+\frac1{\epsilon_b-\epsilon_q}\right],\tag{22}$$

while (21) has the second denominator alone. By (15) these terms are also those of the Schrieffer-Wolff series.

**Where the equality fails**

Both conditions on $G$ are needed. Replace $\theta_1\ne0$ by $\theta_1+\pi$ in (13). The generator is still block-off-diagonal, but $\cos\theta_1$ and $\sin\theta_1$ change sign in (12), so $e^{G'}P=e^GPF$ with $F=1-2z_1z_1^\dagger$. The target space is unchanged, and

$$H'_{SW}=FH_{dC}F,\tag{23}$$

which differs from $H_{dC}$ unless $z_1$ is one of its eigenvectors.

Next, eliminate the coupling in steps: at each step take $X_{qa}=R_{qa}/(\epsilon_a-\epsilon_q)$, with $R$ the remaining $QP$ block, and transform. Let $G_1,G_2$ be the generators with blocks $\omega_1,\omega_2$. The first step uses $\lambda G_1$, for which $[H_0,G_1]$ cancels the off-diagonal blocks of $V$. In $e^{-G}He^G=H+[H,G]+\frac12[[H,G],G]+\dots$ the term $[[H_0,G_1],G_1]$ is a commutator of two off-diagonal matrices and is block-diagonal, so $R=\lambda^2[V,G_1]_{QP}=\lambda^2(V_{QQ}\omega_1-\omega_1V_{PP})$ to leading order. The second generator is $\lambda^2G_2+O(\lambda^3)$ by (20), and later ones are $O(\lambda^3)$. The Baker-Campbell-Hausdorff formula gives the logarithm of the product a block-diagonal part $\frac12\lambda^3[G_1,G_2]$. If the product converges and carries the model space to the target space, it equals $e^Ge^{\Delta}$ with $\Delta$ block-diagonal, whose logarithm $G+\Delta+\frac12[G,\Delta]+\dots$ has block-diagonal part $\Delta$ to leading order. With $(G_1G_2)_{PP}=-\omega_1^\dagger\omega_2$,

$$H_{\rm seq}=H_{dC}+\lambda^3[H_0,D]+O(\lambda^4),\qquad D=\tfrac12(\omega_2^\dagger\omega_1-\omega_1^\dagger\omega_2).\tag{24}$$

In (23) and (24) the spectrum is unchanged, but the matrix elements, which one would read as level energies and couplings of the model states, in general differ from those of $H_{dC}$. Symmetry can remove the difference, as it does in the crystal below at $k=g/2$ and $\varphi=0$.

**Two bands of a one-dimensional crystal**

Take round model parameters: period $a=3$ Å, $g=2\pi/a=2.0944$ Å$^{-1}$, and $V(x)=2V_1\cos gx+2V_2\cos(2gx+\varphi)$ with $V_1=-4$ eV, $V_2=2$ eV. Plane waves $|n\rangle=|k+ng\rangle$ have $\epsilon_n=E_g(k/g+n)^2$, with $E_g=\hbar^2g^2/2m=3.80998\times2.0944^2=16.712$ eV, and $\langle n|V|n'\rangle$ is $V_1$ for $n-n'=\pm1$ and $V_2e^{\pm i\varphi}$ for $n-n'=\pm2$. The model space is $n=0,-1$ in this order, the target is the two lowest bands, and the basis is $n=-7,\dots,6$. Enlarging it to 24 waves changes $H_{dC}$ at $k=0.4g$ by less than $10^{-12}$ eV in Frobenius norm.

At $k=0.4g$, $\varphi=0$, the energies for $n=0,-1,1,-2$ are 2.6740, 6.0165, 32.756 and 42.784 eV. Diagonalization gives $E_1=-0.18224$ eV and $E_2=7.51753$ eV, against 0.0101 and 8.6803 eV from $H_{PP}$ alone. The rows of $\omega$ from (4) are $(0.13837,-0.09086)$ for $n=1$, $(-0.05867,0.11078)$ for $n=-2$, $(-0.01529,-0.00338)$ for $n=2$ and $(-0.00164,-0.01447)$ for $n=-3$. State $0$ couples to $n=1,-2,2$ by $-4,2,2$ eV, and state $-1$ to $n=1,-2,-3$ by $2,-4,2$ eV. Equation (5) gives

$(H_B)_{12}=-4-4(-0.09086)+2(0.11078)+2(-0.00338)=-3.4218$ eV,

$(H_B)_{21}=-4+2(0.13837)-4(-0.05867)+2(-0.00164)=-3.4919$ eV ($-3.49185$ eV with unrounded entries),

and in the same way $(H_B)_{11}=1.97257$ eV and $(H_B)_{22}=5.36272$ eV. From (7), $M_{11}=1.02283$, $M_{12}=-0.01900$, $M_{22}=1.02075$; the angles are 0.1993 and 0.0525 rad, and $|\langle\phi_1|\phi_2\rangle|=0.0089$. The first row of $M^{1/2}$ is $(1.011307,-0.009398)$ and the second column of $M^{-1/2}$ is $(0.009199,0.989912)$. Acting with $H_B$ on this column gives $(-3.3691,5.2765)$ eV, so by (9) $(H_{dC})_{12}=1.011307(-3.3691)-0.009398(5.2765)=-3.4568$ eV. The full matrix is

$$H_{dC}=\begin{pmatrix}1.97290&-3.45680\\-3.45680&5.36239\end{pmatrix}\text{eV}.\tag{25}$$

At this $k$, where both angles are small, the decoupling condition can be solved by iteration without eigenvectors of $H$ (convergence is not guaranteed for large angles): start from $X=0$ and add corrections $\delta X$ from the Sylvester equation $H_{QQ}\delta X-\delta XH_{PP}=-(e^{-G}He^G)_{QP}$, which is the condition linearized as at $G=0$. The converged $H_{SW}$ differs from the unrounded $H_{dC}$ of (25) by $2\times10^{-14}$ eV in Frobenius norm.

With $L_{11}=0.011200$, $L_{12}=-0.009298$, $L_{22}=0.010183$, the leading term of (18) has $12$ element $-(L_{11}-L_{22})H_{12}-L_{12}(H_{22}-H_{11})=0.0035+0.0315=0.0350$ eV, half the difference of the two Bloch elements. The Hermitian part of $H_B$ differs from $H_{dC}$ by $\mp0.33$ meV on the diagonal, as the double commutator in (19) gives, and its eigenvalues, $-0.18240$ and $7.51769$ eV, lie 0.16 meV outside the exact pair. The outward direction follows from (17): in the $z$ basis the diagonal is unchanged and the off-diagonal element is multiplied by $\frac12(\cos\theta_1/\cos\theta_2+\cos\theta_2/\cos\theta_1)>1$.

At second order, $(\omega_1)$ has rows $(0.13297,-0.07479)$ for $n=1$ and $(-0.04986,0.10879)$ for $n=-2$, so the Bloch elements are $-4(-0.07479)+2(0.10879)=0.5167$ eV ($0.51676$ eV with unrounded entries) and $2(0.13297)-4(-0.04986)=0.4654$ eV, with mean 0.4911 eV as in (22). Third order adds 0.0685 eV. The element $H_{12}$ is $-3.5089$ eV through second order and $-3.4404$ eV through third, off from (25) by 0.052 and 0.016 eV.

The branch (23), with $\theta_1$ the larger angle, has diagonal 5.7294 and 1.6059 eV and off-diagonal element $-3.2513$ eV; the trace is still $E_1+E_2=7.3353$ eV. For stepwise elimination $D_{12}=0.000536$, and (24) predicts an off-diagonal shift $(2.6740-6.0165)(0.000536)=-1.8$ meV and no diagonal shift. At $\lambda=1$ the computed shifts are $-1.35$ meV off the diagonal and $\pm2.75$ meV on it, so the diagonal shift is the larger. A real rotation by a small angle $\delta$ shifts $H_{12}$ by $\delta(H_{11}-H_{22})$ and $H_{11}$ by $-2\delta H_{12}$. The first gives $\delta=1.35\times10^{-3}/3.389=0.00040$, and the second then gives $2(0.00040)(3.457\ \text{eV})=2.8$ meV. The diagonal shift is formally of fourth order, but here $2|H_{12}|$ exceeds $H_{22}-H_{11}$.

The orders appear when $V$ is scaled by $\lambda$ and an exponent is taken from the ratio of Frobenius norms at two values. For $\lambda=0.1$ and $0.05$ the anti-Hermitian part gives 2.03 and the Hermitian-part difference 4.05; for $\lambda=0.02$ and $0.01$, $H_{\rm seq}-H_{SW}$ gives 3.00.

At the zone boundary $k=g/2$ the model space is degenerate. For $\varphi=0$, inversion commutes with $H$, $P$ and $\tilde P$ and exchanges the two model states. Then $M$ and $H_{dC}$ both commute with $\sigma_x$, both have the form $\alpha+\beta\sigma_x$, and $H_B$ is Hermitian by (17). For general $\varphi$, let $K=\omega_1^\dagger\omega_1$. The states $n=1$ and $n=-2$ lie $2E_g$ above the model space and each contributes $V_1V_2e^{i\varphi}/4E_g^2$ to $K_{12}$, while $K_{11}=K_{22}$ because the energies are symmetric. With $V_{PP}=V_1\sigma_x$ and $[K,\sigma_x]=2i\,\mathrm{Im}K_{12}\,\sigma_z$, the third-order term of (18) is

$$-\tfrac12[K,V_{PP}]=-i\,\frac{V_1^2V_2\sin\varphi}{2E_g^2}\,\sigma_z.\tag{26}$$

For $\varphi=\pi/2$ its Frobenius norm is $\sqrt2\times32/(2\times16.712^2)=0.081$ eV; the full value is 0.077 eV. The exponents are 3.00 ($\lambda=0.1,0.05$) for the anti-Hermitian part and 5.00 ($\lambda=0.2,0.1$) for the Hermitian-part difference.

At $k=0.02g$, $\varphi=0$, the remote state $n=1$ lies only $4(0.02)E_g=1.34$ eV above $n=-1$, less than their coupling $V_2$, so $\omega_1$ in (20) has an element larger than one and low orders are no guide. Diagonalization gives angles 0.710 and 0.030 rad. The off-diagonal elements of $H_B$ are $-0.829$ and $-3.180$ eV, that of $H_{dC}$ is $-2.114$ eV, and both matrices have eigenvalues $-1.615$ and $14.318$ eV. Both angles are below $\pi/2$, so (13) to (15) apply without change.
